# Mixed Energies Can Approach the Ground State from Below: test program

```python
"""
Result under test: the mixed energy
    E_mix(beta) = <L|H exp(-beta H)|R> / <L|exp(-beta H)|R>
need not approach the ground energy E0 from above when L and R differ.
With w_n = <L|n><n|R>, the sign of the late error is the sign of w_1/w_0
(if w_1 is not zero). For nonnegative w_n/w_0 it is an upper bound and
never rises with beta.
H: three-site chain with hopping t = 1; L: left state; R: initial state;
beta: total imaginary time in 1/t; energies in t; n labels eigenstates.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def mixed_moments(H, left, right, beta):
    """Overlap, mixed <H> and mixed <H^2> from the matrix exponential."""
    v = expm(-beta * H) @ right
    overlap = left @ v
    return overlap, left @ H @ v / overlap, left @ H @ H @ v / overlap


def mixed_energy(H, left, right, beta):
    return mixed_moments(H, left, right, beta)[1]


def projected_energy(H, right, beta):
    """Ordinary expectation value in the state exp(-beta H)|R>."""
    v = expm(-beta * H) @ right
    return v @ H @ v / (v @ v)


H = np.array([[0., -1., 0.], [-1., 0., -1.], [0., -1., 0.]])
L = np.array([3., 1., 1.])
R = np.array([1., 1., 3.])
L_even = (L + L[::-1]) / 2
s2 = np.sqrt(2.0)

# Levels and weights: diagonalization against closed forms
levels, vectors = np.linalg.eigh(H)
E0 = levels[0]
gap = levels[1] - levels[0]
w = (L @ vectors) * (vectors.T @ R)
w_closed = np.array([(9 + 4*s2)/2, -2.0, (9 - 4*s2)/2])
assert np.allclose(levels, [-s2, 0, s2], atol=1e-12)
assert np.allclose(w, w_closed, atol=1e-12)


def error_formula(beta):
    x = np.exp(-s2 * beta)
    w0, w1, w2 = w_closed
    return s2 * (w1*x + 2*w2*x*x) / (w0 + w1*x + w2*x*x)


grid = np.linspace(0, 6, 121)
E_diff = np.array([mixed_energy(H, L, R, b) for b in grid])
E_same = np.array([mixed_energy(H, R, R, b) for b in grid])
assert np.allclose(E_diff - E0, error_formula(grid), atol=1e-11)

# Equal states: above E0 and falling
assert np.all(E_same > E0) and np.all(np.diff(E_same) < 0)

# General matrices: L = R and L = f(H) R with positive f
rng = np.random.default_rng(7)
for trial in range(10):
    A = rng.normal(size=(5, 5))
    A = (A + A.T) / 4
    r = rng.normal(size=5)
    f_of_A = A @ A + 0.3*np.eye(5) + expm(0.5*A)
    ground = np.linalg.eigvalsh(A)[0]
    for left in (r, f_of_A @ r):
        curve = np.array([mixed_energy(A, left, r, b)
                          for b in np.linspace(0, 5, 26)])
        assert np.all(curve > ground - 1e-10)
        assert np.all(np.diff(curve) < 1e-10)

# Slope equals minus the mixed variance
h = 1e-4
for b in (0.2, 0.6, 1.5, 2.0):
    slope = (mixed_energy(H, L, R, b+h) - mixed_energy(H, L, R, b-h))/(2*h)
    _, m1, m2 = mixed_moments(H, L, R, b)
    assert abs(slope + (m2 - m1*m1)) < 1e-6
_, m1, m2 = mixed_moments(H, L, R, 2.0)
variance_late = m2 - m1*m1
assert variance_late < 0

# Crossing and minimum: numerical search against closed forms
beta_cross = brentq(lambda b: mixed_energy(H, L, R, b) - E0, 0.05, 0.8,
                    xtol=1e-13)
assert abs(beta_cross - np.log(w_closed[2])/s2) < 1e-9
search = minimize_scalar(lambda b: mixed_energy(H, L, R, b),
                         bounds=(0.4, 2.0), method="bounded",
                         options={"xatol": 1e-9})
x_min = (49 - 21*np.sqrt(5)) / (4*w_closed[2])
beta_min = -np.log(x_min)/s2
E_min = mixed_energy(H, L, R, beta_min)
assert abs(search.x - beta_min) < 1e-5   # flat minimum limits the search
assert abs(search.fun - E_min) < 1e-10
assert E_diff[0] > E0 > E_min
assert np.all(np.diff(E_diff[grid < beta_min]) < 0)
assert np.all(np.diff(E_diff[grid > beta_min]) > 0)
assert np.all(E_diff[grid > beta_cross] < E0)

# Late error: leading exponential, opposite for equal states
beta_late = 8.0
leading = w[1]/w[0] * gap * np.exp(-gap*beta_late)
late_diff = mixed_energy(H, L, R, beta_late) - E0
late_same = mixed_energy(H, R, R, beta_late) - E0
assert abs(late_diff/leading - 1) < 1e-4
assert abs(late_same/leading + 1) < 1e-4

# Positive propagator; local energies averaged with true probabilities
for b in grid[1:]:
    assert np.all(expm(-b*H) > 0)
local = (H @ L) / L
walkers = L * (expm(-beta_min*H) @ R)
walkers /= walkers.sum()
assert np.all(walkers > 0)
assert abs(walkers @ local - E_min) < 1e-12
assert np.all(E_diff >= local.min())

# Removing only the first excited weight restores approach from above
w_even = (L_even @ vectors) * (vectors.T @ R)
assert np.allclose(w_even, [w[0], 0, w[2]], atol=1e-12)
E_even = np.array([mixed_energy(H, L_even, R, b) for b in grid[grid <= 4]])
assert np.all(E_even > E0) and np.all(np.diff(E_even) < 0)

# Projected-state expectation value: variational, equal states at 2 beta
for b in (0.0, 0.5, beta_min, 2.0, 3.0):
    E_p = projected_energy(H, R, b)
    assert E_p > E0
    assert abs(E_p - mixed_energy(H, R, R, 2*b)) < 1e-11

# Two levels: below from the start, without a crossing
H2 = np.array([[0., -1.], [-1., 0.]])
L2, R2 = np.array([3., 1.]), np.array([1., 3.])
ground2 = np.linalg.eigvalsh(H2)[0]
E2 = np.array([mixed_energy(H2, L2, R2, b) for b in np.linspace(0, 5, 51)])
assert np.all(E2 < ground2) and np.all(np.diff(E2) > 0)

print("Three-site chain; energies in t, imaginary times in 1/t")
print("Left state L (unnormalized):", L)
print("Initial state R (unnormalized):", R)
print("Levels (t):", " ".join(f"{e:.6f}" for e in levels + 0.0*levels))
print(f"First gap (t): {gap:.6f}")
print("Weights w0 w1 w2 (no unit):", " ".join(f"{q:.6f}" for q in w))
print(f"Overlap <L|R> (no unit): {L @ R:.6f}")
print(f"Matrix element <L|H|R> (t): {L @ H @ R:.6f}")
print(f"Variational energy of L (t): {projected_energy(H, L, 0):.6f}")
print(f"Variational energy of R (t): {projected_energy(H, R, 0):.6f}")
print(f"Initial mixed energy (t): {E_diff[0]:.6f}")
print(f"Crossing time (1/t): {beta_cross:.6f}")
print(f"x at crossing (no unit): {np.exp(-gap*beta_cross):.6f}")
print(f"Time of minimum (1/t): {beta_min:.6f}")
print(f"x at minimum (no unit): {x_min:.6f}")
print(f"Mixed energy at minimum (t): {E_min:.6f}")
print(f"Error at minimum (t): {E_min-E0:.6f}")
print("Local energies, sites 1-3 (t):", " ".join(f"{q:.6f}" for q in local))
print("Walker probabilities at minimum:",
      " ".join(f"{q:.6f}" for q in walkers))
print(f"Equal-state mixed energy at that time (t): "
      f"{mixed_energy(H, R, R, beta_min):.6f}")
print(f"Projected-state energy at that time (t): "
      f"{projected_energy(H, R, beta_min):.6f}")
print("Even left state:", L_even)
print(f"Even-left mixed energy at that time (t): "
      f"{mixed_energy(H, L_even, R, beta_min):.6f}")
print(f"Mixed variance at beta = 2/t (t^2): {variance_late:.6f}")
print("Errors E-E0 (t): beta, different L/R, equal states, projected state")
for b in (0.0, 0.5, 1.0, 2.0, 3.0, 4.0):
    print(f"{b:4.1f} {mixed_energy(H, L, R, b)-E0:11.6f} "
          f"{mixed_energy(H, R, R, b)-E0:11.6f} "
          f"{projected_energy(H, R, b)-E0:11.6f}")
print(f"Late-time check at beta (1/t): {beta_late:.1f}")
print(f"  error, different L/R (t): {late_diff:.6e}")
print(f"  error, equal states (t): {late_same:.6e}")
print(f"  leading formula, different L/R (t): {leading:.6e}")
print("Two-site states L, R:", L2, R2)
print(f"Two-site ground energy (t): {ground2:.6f}")
print(f"Two-site initial mixed energy (t): {E2[0]:.6f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Three-site chain; energies in t, imaginary times in 1/t
Left state L (unnormalized): [3. 1. 1.]
Initial state R (unnormalized): [1. 1. 3.]
Levels (t): -1.414214 -0.000000 1.414214
First gap (t): 1.414214
Weights w0 w1 w2 (no unit): 7.328427 -2.000000 1.671573
Overlap <L|R> (no unit): 7.000000
Matrix element <L|H|R> (t): -8.000000
Variational energy of L (t): -0.727273
Variational energy of R (t): -0.727273
Initial mixed energy (t): -1.142857
Crossing time (1/t): 0.363287
x at crossing (no unit): 0.598239
Time of minimum (1/t): 0.838522
x at minimum (no unit): 0.305487
Mixed energy at minimum (t): -1.475730
Error at minimum (t): -0.061516
Local energies, sites 1-3 (t): -0.333333 -4.000000 -1.000000
Walker probabilities at minimum: 0.483772 0.266081 0.250146
Equal-state mixed energy at that time (t): -1.252978
Projected-state energy at that time (t): -1.373690
Even left state: [2. 1. 2.]
Even-left mixed energy at that time (t): -1.355262
Mixed variance at beta = 2/t (t^2): -0.026725
Errors E-E0 (t): beta, different L/R, equal states, projected state
 0.0    0.271356    0.686941    0.686941
 0.5   -0.036329    0.291717    0.122208
 1.0   -0.058809    0.122208    0.024649
 2.0   -0.020878    0.024649    0.001355
 3.0   -0.005434    0.005657    0.000080
 4.0   -0.001342    0.001355    0.000005
Late-time check at beta (1/t): 8.0
  error, different L/R (t): -4.710268e-06
  error, equal states (t): 4.710429e-06
  leading formula, different L/R (t): -4.710349e-06
Two-site states L, R: [3. 1.] [1. 3.]
Two-site ground energy (t): -1.000000
Two-site initial mixed energy (t): -1.666667
ALL CHECKS PASSED
```
